# Hurley's condition for the Hellmann-Feynman theorem in variational calculations

Let \(H(\lambda)\) be a Hermitian Hamiltonian that depends on a real parameter \(\lambda\), such as a nuclear coordinate or a field strength. Let \(M_\lambda\) be the set of normalized trial functions allowed at \(\lambda\). An optimized function \(\psi_\lambda\) is one at which \(\langle\psi|H(\lambda)|\psi\rangle\) is stationary on \(M_\lambda\), and its energy is

\[
E(\lambda)=\langle\psi_\lambda|H(\lambda)|\psi_\lambda\rangle ,\qquad \langle\psi_\lambda|\psi_\lambda\rangle=1 .
\]

A tangent of \(M_\lambda\) at \(\psi_\lambda\) is the derivative \(\tau=d\chi/dt\) at \(t=0\) of a differentiable curve \(\chi(t)\) that lies in \(M_\lambda\) and has \(\chi(0)=\psi_\lambda\). A prime denotes \(d/d\lambda\), and the label \(\lambda\) on \(\psi\) is dropped where no confusion can arise.

Hurley's condition is that \(M_\lambda=M\) is the same set for all \(\lambda\) near the point considered. The claim is that the optimized function then obeys the Hellmann-Feynman theorem,

\[
\frac{dE}{d\lambda}=\Big\langle\psi_\lambda\Big|\frac{\partial H}{\partial\lambda}\Big|\psi_\lambda\Big\rangle , \tag{1}
\]

although \(\psi_\lambda\) need not be an eigenfunction of \(H\). The set \(M\) need not be a linear space, nor contain a good approximation to the eigenfunction.

Suppose first that \(\psi_\lambda\) is differentiable in \(\lambda\). The product rule gives three terms:

\[
E'=\Big\langle\frac{\partial H}{\partial\lambda}\Big\rangle+\langle\psi'|H|\psi\rangle+\langle\psi|H|\psi'\rangle
=\Big\langle\frac{\partial H}{\partial\lambda}\Big\rangle+2\,\mathrm{Re}\langle\psi'|H|\psi\rangle ,
\]

since the last two are complex conjugates when \(H\) is Hermitian. Differentiating the normalization gives \(2\,\mathrm{Re}\langle\psi'|\psi\rangle=0\). Subtracting \(E\) times this zero yields

\[
E'=\Big\langle\frac{\partial H}{\partial\lambda}\Big\rangle+\Delta ,\qquad
\Delta=2\,\mathrm{Re}\langle\psi'|H-E|\psi\rangle . \tag{2}
\]

Equation (2) holds for any normalized differentiable path, optimized or not. The quantity \(\Delta\) is the miss, the amount by which the slope of the energy differs from the expectation value.

Now use stationarity. Along a curve \(\chi(t)\) in \(M_\lambda\), with \(\lambda\) held fixed, the derivative of the energy at \(t=0\) is \(2\,\mathrm{Re}\langle\tau|H|\psi\rangle\), and it vanishes. The curve is normalized, so \(2\,\mathrm{Re}\langle\tau|\psi\rangle=0\) as well. Therefore

\[
2\,\mathrm{Re}\langle\tau|H-E|\psi\rangle=0\quad\text{for every tangent }\tau . \tag{3}
\]

If \(M\) does not depend on \(\lambda\), the path \(\psi_\lambda\) itself runs inside \(M\). Its derivative \(\psi'\) is then one of the tangents in (3), so \(\Delta=0\), which proves (1).

The assumed differentiability follows, for a smooth parametrization \(\psi(p)\) and a smooth energy function \(W(p,\lambda)\), from the implicit function theorem applied to \(\partial W/\partial p=0\), provided the matrix \(\partial^2W/\partial p\,\partial p\) is nonsingular once redundant parameters have been removed.

When \(\psi_\lambda\) is a global minimum on \(M\), a second argument needs no differentiable path. Hold \(\psi_\lambda\) fixed and define

\[
g(\lambda')=\langle\psi_\lambda|H(\lambda')|\psi_\lambda\rangle-E(\lambda') . \tag{4}
\]

Because \(\psi_\lambda\) is also an allowed trial function at \(\lambda'\), \(g(\lambda')\ge0\), while \(g(\lambda)=0\). Thus \(g\) has a minimum at \(\lambda\). If both terms are differentiable there, \(g'(\lambda)=0\), which is again (1). If \(g\) is twice differentiable, \(g(\lambda+\delta)=\tfrac12g''(\lambda)\delta^2+\dots\): failing to relax the function costs an energy of second order in the displacement. Where two minima cross, \(E\) can have a kink, and (1) then has no single slope to equal.

The condition is sufficient, not necessary. If \(\psi_\lambda\) is an exact eigenfunction, \((H-E)\psi=0\) and \(\Delta=0\), however the set moves.

For a moving set, label its members by elements \(\chi\) of a fixed set, \(\psi=F(\chi,\lambda)\). The optimized function is \(\psi_\lambda=F(\chi_\lambda,\lambda)\), and its derivative has two parts,

\[
\psi'=\frac{\partial F}{\partial\lambda}\Big|_{\chi}+\frac{\partial F}{\partial\chi}\,\chi' .
\]

The second part is a tangent of \(M_\lambda\), since \(\lambda\) is held fixed in it, and (3) removes it from the miss. What remains is

\[
\Delta=2\,\mathrm{Re}\Big\langle\frac{\partial F}{\partial\lambda}\Big|_\chi\Big|H-E\Big|\psi\Big\rangle . \tag{5}
\]

For basis functions attached to moving nuclei, this is the Pulay term. It calls for the motion of the basis at fixed labels, but not for the response \(\chi'\) of the optimized coefficients.

Consider Hartree-Fock theory with clamped nuclei, \(\lambda\) being a nuclear coordinate. In a complete basis, \(M\) consists of all determinants built from orthonormal orbitals of finite kinetic energy. This description contains no nuclear position, so (1) holds. A restriction such as double occupation leaves the argument intact if it is imposed in the same way at every \(\lambda\). Completeness is one way of fixing the set. A finite basis held fixed in space also fixes it, as does an atom-centred basis that does not depend on the field when \(\lambda\) is an electric field and the nuclei stay put.

In MCSCF theory the trial function is

\[
\psi=\sum_I C_I\,\Phi_I[\varphi_1,\varphi_2,\dots],
\]

with a chosen list of configurations \(\Phi_I\). The set contains all normalized coefficient vectors \(C\) and all orthonormal orbitals from a complete, or otherwise fixed, one-electron space. If both \(C\) and the orbitals make the energy of the state in question stationary, (3) covers both kinds of variation and (1) follows. Orbitals optimized for an average over several states do not in general satisfy (3) for each state separately.

Kohn-Sham theory needs a separate statement, because its energy is not the expectation value of \(H\) in the Kohn-Sham determinant. With fixed occupations, the energy to be made stationary is

\[
\mathcal E[\varphi;\lambda]=T_s[\varphi]+J[n]+E_{xc}[n]+\int n\,v_\lambda\,d\mathbf r+E_{nn}(\lambda),
\]

where \(T_s\) is the orbital kinetic energy, \(J\) the classical repulsion of the density \(n\), \(v_\lambda\) the external potential and \(E_{nn}\) the nuclear repulsion. The chain rule gives

\[
\frac{d}{d\lambda}\mathcal E[\varphi_\lambda;\lambda]
=\frac{d}{d\mu}\mathcal E[\varphi_\mu;\lambda]\Big|_{\mu=\lambda}
+\frac{\partial\mathcal E}{\partial\lambda}\Big|_{\varphi} .
\]

If the set of orthonormal orbitals is fixed, \(\varphi_\mu\) is an allowed variation at \(\lambda\), and the first term vanishes by stationarity. If \(E_{xc}\) has no explicit dependence on \(\lambda\), the second term leaves

\[
\frac{dE}{d\lambda}=\int n\,\frac{\partial v_\lambda}{\partial\lambda}\,d\mathbf r+\frac{dE_{nn}}{d\lambda}. \tag{6}
\]

This has the form of (1), since \(\partial H/\partial\lambda\) is here a multiplicative one-electron operator plus a number. An approximate \(E_{xc}\) is permitted, and (6) is then the slope of the approximate energy.

Truncated CI optimizes the coefficients \(C\) in configurations built from given orbitals. Take the one-electron space to be independent of \(\lambda\), let \(\kappa\) denote the parameters of rotations among the orbitals that span it, and let \(E_{CI}(\lambda,\kappa)\) be the energy after \(C\) has been optimized. If the orbitals follow \(\lambda\),

\[
\frac{dE_{CI}}{d\lambda}=\frac{\partial E_{CI}}{\partial\lambda}\Big|_\kappa+\sum_j\frac{\partial E_{CI}}{\partial\kappa_j}\frac{d\kappa_j}{d\lambda}. \tag{7}
\]

With \(\kappa\) frozen, the trial functions form a fixed linear space, so the first term is \(\langle\partial H/\partial\lambda\rangle\). The sum is the miss. Hartree-Fock orbitals make the energy of one determinant stationary, not \(E_{CI}\), so the sum does not vanish in general. A complete one-electron basis does not repair this, because the truncated space still turns with the orbitals. Full CI is different: in a fixed one-electron space it contains all configurations, orbital rotations leave its space unchanged, and \(\partial E_{CI}/\partial\kappa_j=0\). Truncated CI with orbitals independent of \(\lambda\) also obeys (1), since nothing moves its space.

The smallest case shows where the miss arises. Take two electrons in a singlet with real orbitals, and write products as \(\varphi_p\varphi_q=\varphi_p(x_1)\varphi_q(x_2)\). Let \(\varphi_0\) be the occupied Hartree-Fock orbital, let \(a,b\) label the orbitals orthogonal to it, and keep double excitations but no single ones:

\[
\psi=c_0\,\varphi_0\varphi_0+\psi_D,\qquad \psi_D=\sum_{ab}c_{ab}\,\varphi_a\varphi_b,\qquad c_{ab}=c_{ba}.
\]

Let \(\varphi_0'=\sum_a k_a\varphi_a\). Orthogonality is preserved by \(\varphi_a'=-k_a\varphi_0\); any further rotation among the \(\varphi_a\) stays inside the CI space. At fixed coefficients the function changes by

\[
S=c_0\sum_a k_a(\varphi_a\varphi_0+\varphi_0\varphi_a)-\sum_{ab}c_{ab}\,(k_a\varphi_0\varphi_b+k_b\varphi_a\varphi_0).
\]

Exchanging the names \(a\) and \(b\) in the first part of the last sum, and using \(c_{ab}=c_{ba}\), gives

\[
S=\sum_a s_a(\varphi_a\varphi_0+\varphi_0\varphi_a),\qquad s_a=c_0k_a-\sum_b c_{ab}k_b .
\]

Thus \(S\) consists of the missing single excitations. It is orthogonal to \(\psi\), so \(E\) drops out of (5). Stationarity of the Hartree-Fock energy gives \(\langle\varphi_a\varphi_0+\varphi_0\varphi_a|H|\varphi_0\varphi_0\rangle=0\), Brillouin's theorem. Hence

\[
\Delta=2\langle S|H|\psi\rangle=2\langle S|H|\psi_D\rangle . \tag{8}
\]

The miss comes from the coupling of single to double excitations. For two electrons, including the singles makes \(S\) a tangent and removes it, since that is already full CI. With more electrons, rotating the orbitals of the doubles also produces triple excitations, so CI with singles and doubles still has a miss in general.

A one-dimensional model gives these statements numbers. In atomic units, with nuclei of charge 2 at the origin and charge 1 at \(R\), let

\[
H=\sum_{i=1}^{2}\Big[-\frac12\frac{d^2}{dx_i^2}-\frac{2}{\sqrt{x_i^2+1}}-\frac{1}{\sqrt{(x_i-R)^2+1}}\Big]
+\frac{1}{\sqrt{(x_1-x_2)^2+1}}+\frac{2}{\sqrt{R^2+1}} .
\]

The parameter is \(\lambda=R\), taken at 2 bohr. Differentiating the two terms that contain \(R\) gives

\[
\Big\langle\frac{\partial H}{\partial R}\Big\rangle=-\int n(x)\,\frac{x-R}{[(x-R)^2+1]^{3/2}}\,dx-\frac{2R}{(R^2+1)^{3/2}} . \tag{9}
\]

Orbitals are expanded in 51 sinc functions on a fixed grid of spacing 0.4 bohr, from \(-9\) to 11 bohr, with potentials evaluated at the grid points. Reducing the spacing to 0.3 bohr changes the Hartree-Fock energy by \(1\times10^{-6}\) hartree and (9) by \(1\times10^{-6}\) hartree/bohr, so the grid serves as a nearly complete basis. The slopes and expectation values below carry a basis error of \(1\) to \(2\times10^{-6}\) hartree/bohr; digits beyond that belong to this grid and are kept only so that differences can be formed. Slopes \(dE/dR\) come from energies recomputed at \(R\pm0.02\) and \(R\pm0.04\) bohr with the five-point difference formula.

The Hartree-Fock equations, iterated to self-consistency, give \(E=-2.39931\) hartree and \(dE/dR=0.02017\) hartree/bohr. The nuclear term in (9) is \(-4/5^{3/2}=-0.35777\), so the electrons contribute \(0.02017+0.35777=0.37794\) hartree/bohr. The force on the right nucleus, \(-dE/dR=-0.0202\) hartree/bohr or \(-1.04\) eV/Å, points toward the other nucleus. Keeping the Hartree-Fock function of \(R=2\) bohr while the nucleus moves costs, averaged over both directions, \(3.93\times10^{-4}\) hartree at 0.1 bohr and \(1.570\times10^{-3}\) hartree at 0.2 bohr. Averaging over the two directions removes all odd powers of the displacement from (4), so the ratio 4.00 shows that the remaining even part is dominated by the \(\delta^2\) term. The absence of a linear term is tested separately, by the agreement of (9) with the numerical slope reported below.

For Kohn-Sham theory, local-density exchange without correlation is used. A uniform gas of density \(n\) has Fermi wavenumber \(k_F=\pi n/2\) and density matrix \(2\sin(k_Fs)/(\pi s)\) at separation \(s\). Its exchange energy per length is minus one quarter of the integral over \(s\) of the squared density matrix times the interaction:

\[
e_x(n)=-\frac{2}{\pi^2}\int_0^\infty\frac{\sin^2(\pi ns/2)}{s^2\sqrt{s^2+1}}\,ds .
\]

The MCSCF function is the best combination of \(\varphi_0\varphi_0\) and \(\varphi_1\varphi_1\), with both orbitals and coefficients minimized by a quasi-Newton method followed by Newton steps. Full CI is solved by Lanczos iteration. A fourth trial set contains one doubly occupied Gaussian \(e^{-a(x-c)^2}\), normalized, with \(a\) and \(c\) both optimized. In each case the set is independent of \(R\):

| Method | \(E\) (hartree) | \(dE/dR\) (hartree/bohr) |
|---|---|---|
| Kohn-Sham | −2.33925 | 0.01290 |
| MCSCF | −2.41683 | 0.01168 |
| Full CI | −2.41873 | 0.01060 |
| Floating Gaussian | −2.38810 | 0.03917 |

For these four methods and for Hartree-Fock, (9) agrees with the numerical slope to about \(3\times10^{-9}\) hartree/bohr or better. The floating Gaussian has two parameters and a slope nearly twice the Hartree-Fock value, yet it obeys the theorem, because its set contains every centre \(c\) at every \(R\). Obeying the theorem makes two ways of computing a force agree; it does not make the force accurate.

Truncated CI is treated in two forms, both built on the Hartree-Fock orbitals of \(R=2\) bohr. One uses \(\varphi_0\varphi_0\) and \(\varphi_1\varphi_1\), the configurations of the MCSCF function, with \(\varphi_1\) the lowest unoccupied orbital. The other is the doubles-only CI of (8). Their expectation values (9) are 0.0166717 and 0.0171136 hartree/bohr. If the orbitals stay frozen as \(R\) changes, the numerical slopes agree with these values to about \(10^{-9}\) hartree/bohr. If the Hartree-Fock orbitals are recomputed at each \(R\), the slopes become 0.0164585 and 0.0111669 hartree/bohr, and the misses are

\[
\begin{aligned}
\Delta_{\text{two}}&=0.0164585-0.0166717=-0.00021,\\
\Delta_{\text{doubles}}&=0.0111669-0.0171136=-0.0059
\end{aligned}
\]

in hartree/bohr. Evaluating (5) with numerically differentiated orbitals gives the same two values. For doubles-only CI the miss is 53% in magnitude of its own recomputed slope, 0.0111669 hartree/bohr (a fraction that is large partly because this slope is a near cancellation of electronic and nuclear parts of about 0.37 and \(-0.36\) hartree/bohr), although the energy, \(-2.41836\) hartree, lies just 0.0004 hartree above full CI. A small energy error therefore does not guarantee a small miss. The frozen and recomputed curves share their energy and wavefunction at \(R=2\) bohr, hence also the expectation value (9), but they have different slopes. No formula using that expectation value alone can give both.

An incomplete moving basis shows the other source of failure. Hartree-Fock orbitals are now expanded in the functions \((x-X)^pe^{-(x-X)^2/2}\) with \(p=0,\dots,s-1\), centred on each nucleus, \(X=0\) and \(X=R\). When the right-hand functions travel with their nucleus, the miss is 0.049 hartree/bohr for \(s=1\), 0.0050 for \(s=2\), \(1.2\times10^{-4}\) for \(s=4\) and \(1.9\times10^{-5}\) for \(s=8\). The decrease is not monotonic and the sign can change: \(s=5\), 6 and 7 give about \(-2\times10^{-6}\), \(9\times10^{-5}\) and \(-1\times10^{-6}\) hartree/bohr. The energy at \(s=8\) is \(-2.39929\) hartree, within \(3\times10^{-5}\) hartree of the grid value. Equation (5) shows what controls the miss. With \(u=x-X\), \(\partial_X\,[u^pe^{-u^2/2}]=(u^{p+1}-p\,u^{p-1})\,e^{-u^2/2}\), so every term lies in the basis, and is removed by (3), except \(f=u^se^{-u^2/2}\) from the highest function. The miss is therefore proportional to the coefficient of that function in the orbital \(\varphi\) times \(\langle f\varphi+\varphi f|H-E|\varphi\varphi\rangle\), a matrix element that vanishes by Brillouin's theorem when \(\varphi\) is the complete-basis Hartree-Fock orbital. When the same functions are held at their positions for \(R=2\) bohr while the nucleus moves, the miss is below \(10^{-8}\) hartree/bohr for all four sizes, including the poor basis with \(s=1\). In these calculations incompleteness alone does not break the theorem. The miss appears when an incomplete set moves with the parameter, and it fades as the moving basis approaches completeness, because a complete set is unchanged by the motion.
